Linear Stark shift of interlayer excitons and its sign under field reversal, part 2

A model type-II heterobilayer lies between two gates. Its lowest exciton shifts by +63.72 meV at +8 V and −63.82 meV at −8 V. It remains to explain the unequal magnitudes by tunnelling and to find where the linear shift edF ends.

Positive F points from the lower to the upper layer, and e is positive. The electron sits d = 0.650 nm above the hole. If V is the lower gate voltage minus the upper one, the bilayer field is

F = V/(ε_b A), (8)

where A = 2t/ε_s + L/ε_b. The spacers have thickness t = 20.0 nm and dielectric constant ε_s = 3.5, the bilayer L = 1.30 nm and ε_b = 7.0. The spacer field is F_s = (ε_b/ε_s)F. At +8 V, F = 0.9840 MV/cm and edF = 63.96 meV.

The energy shift is

ΔE(F) = −p₀F − αF²/2 + terms of third and higher order, (21)

where p₀ is the zero-field dipole and α the polarizability. Its odd part changes sign with F; its even part does not.

For electron and hole tunnelling energies t_e and t_h, the in-plane amplitudes f₁ (electron above hole), f₂ (both in upper layer), f₃ (both in lower layer) and f₄ (electron below hole) obey

(E_g + h_d + edF)f₁ + t_h f₂ + t_e f₃ = E f₁,
(E_g + D_v + h₀)f₂ + t_h f₁ + t_e f₄ = E f₂,
(E_g + D_c + h₀)f₃ + t_e f₁ + t_h f₄ = E f₃,
(E_g + D_v + D_c + h_d − edF)f₄ + t_e f₂ + t_h f₃ = E f₄. (24)

E_g is the gap; the band offsets are D_c = 0.35 eV and D_v = 0.25 eV. The in-plane kinetic energy plus attraction is h_d for different layers and h₀ for the same layer, with normalized lowest states g_d, g₀ and binding energies B_inter = 98.4 meV, B_intra = 119.2 meV. Without tunnelling at F = 0, the excitons in the upper and lower layer lie Δ_u = 229.2 meV and Δ_l = 329.2 meV above the interlayer one. m₀ is the free-electron mass.

### Energy to second order in tunnelling

For weak tunnelling, f₁ is close to g_d, while f₂ and f₃ are of first order and f₄ is of second order. The second line of equation (24) then gives

f₂ = −t_h (E_g + D_v + h₀ − E)⁻¹ g_d. (26)

The third line gives f₃ in the same way, with t_e and D_c. Multiply the first line by g_d and integrate over the plane, with f₁ scaled so that ⟨g_d|f₁⟩ = 1. Since h_d acting on g_d gives −B_inter,

E = E_g − B_inter + edF + t_h⟨g_d|f₂⟩ + t_e⟨g_d|f₃⟩. (27)

The inverse in equation (26) can be expanded in the eigenstates of h₀. Keeping the lowest one, with overlap S = ⟨g₀|g_d⟩, and using the energy without tunnelling in the denominator gives

E(F) = E_g − B_inter + edF
  − S²t_h²/(Δ_u − edF) − S²t_e²/(Δ_l − edF). (28)

The minus signs mean that a level is pushed down by levels above it. The denominators contain −edF because a positive field raises the interlayer exciton towards the intralayer ones.

The calculated S² is 0.9796. The omitted eigenstates of h₀ have a total weight 1 − S² and lie higher than the one retained. Their second-order contribution is therefore less than (1 − S²)/S², or 2.1%, of the retained one while the denominators are positive.

With t_e = t_h = 10.0 meV, equation (28) lowers the zero-field exciton by

0.9796 × 10.0² × (1/229.2 + 1/329.2) meV = 0.72 meV. (29)

Direct diagonalization of equation (24), with all radial states of the grid, tested this correction at zero field and at both gate voltages. The formula and the diagonalization agreed to within 4% of the correction.

### Reduced dipole and even remainder

Set x = edF. For |x| < Δ, the geometric series is

1/(Δ − x) = 1/Δ + x/Δ² + x²/Δ³ + x³/Δ⁴ + x⁴/Δ⁵ + … (30)

The terms linear in F in equation (28) give the zero-field dipole magnitude

|p₀| = ed[1 − S²t_h²/Δ_u² − S²t_e²/Δ_l²]. (31)

The subtracted terms are the probabilities of finding the exciton in the two intralayer arrangements, to second order. Those arrangements have no separation along z, so they reduce the mean separation. The numerical sum is

0.9796 × 10.0² × (1/229.2² + 1/329.2²) = 0.277%. (32)

The diagonalization gives 0.278%. The resulting dipole is 0.6482 e nm, or 31.13 D.

The terms quadratic in F must equal −αF²/2. Comparing coefficients gives

α = 2(ed)²[S²t_h²/Δ_u³ + S²t_e²/Δ_l³]. (33)

The factor 2 cancels the ½ in the definition of the energy. Equation (33) gives α = 0.00919 e nm²/V, and the curvature from diagonalization gives 0.00916 e nm²/V. At the example field, the quadratic shift is

−αF²/2 = −½ × 0.00919 × 0.0984² eV = −0.044 meV, (34)

where 0.0984 is the field in volts per nanometre. The x⁴ terms of equation (30) contribute a further −0.003 meV. Together they account for the even part of −0.047 meV found by diagonalization.

The odd part is 63.771 meV. Adding the even part gives 63.771 − 0.047 = 63.72 meV at +8 V, and −63.771 − 0.047 = −63.82 meV at −8 V. This explains the unequal magnitudes in the opening example. In this model, the positive field brings the intralayer levels closer, so they hold the exciton down a little more strongly. The negative field moves them away.

### Where the linear law ends

Equation (28) fails when a denominator becomes comparable with the tunnelling energy. The nearest intralayer exciton is reached at

F_c = Δ_u/(ed). (35)

The example gives 229.2 meV/(0.650 e nm), or 3.526 MV/cm. In the diagonalization, the crossing was defined by a mean separation of d/2, halfway between the two characters. It also occurred at 3.526 MV/cm. Agreement to all these digits should not be expected in general, because equation (35) ignores the repulsion from the other two arrangements. The lower-layer exciton alone pushes the interlayer level down by about S²t_e²/(Δ_l − Δ_u) = 1.0 meV at the crossing, which raises the crossing field by about 0.01 MV/cm. The fourth arrangement pushes the upper-layer exciton down and lowers the crossing field by nearly the same amount. For these parameters and this definition of the crossing the two effects almost cancel. If the crossing is defined instead by equal weights of the two arrangements, it lies about 0.004 MV/cm above equation (35).

Near F_c, keep the two close levels and measure energies from E_g − B_inter. Their energies without coupling are edF and Δ_u, and their coupling is t_h S. The condition that the two-level determinant vanishes is

(edF − E)(Δ_u − E) − t_h²S² = 0. (36)

The lower root is

E₋ = ½(edF + Δ_u) − ½√[(edF − Δ_u)² + 4t_h²S²]. (37)

Its derivative is

dE₋/dF = (ed/2){1 − (edF − Δ_u)/√[(edF − Δ_u)² + 4t_h²S²]}. (38)

Well below the crossing the braces tend to 2 and the slope is ed. At the crossing the slope is ed/2. Well above it the slope tends to zero, because the lowest exciton has become intralayer. The interlayer exciton continues at higher energy, so a line that loses its slope need not mean that the dipole has disappeared from the spectrum.

The two-level form has an upper limit as well. Measured from the same zero, the fourth arrangement has the energy D_c + D_v − edF, which falls as the field grows. It drops below Δ_u at edF = 600 − 229.2 = 370.8 meV, or about 5.7 MV/cm. Beyond that field the lowest exciton is again an interlayer one, with the reversed dipole and a negative slope.

For negative F, the interlayer exciton moves away from both intralayer levels, and this crossing does not occur. The range of the linear law is therefore not symmetric in F.

### The symmetric bilayer

A single signed slope needs an asymmetry between the layers, which the type-II offsets provide here. If the layers are identical and their stacking adds no asymmetry, as in this model, a reflection exchanges them without changing the bilayer but reverses F. The complete set of energies must then satisfy

{E_n(F)} = {E_n(−F)}. (39)

Without tunnelling, the two interlayer excitons have opposite dipoles. One moves up and the other down, and field reversal exchanges their roles. When both carriers tunnel, as here, the eigenstates at zero field are mixtures with no net dipole, and their energies have no term linear in F. Slopes close to ±ed appear only when edF is large compared with the splittings caused by tunnelling.

Setting D_c = D_v = 0 while keeping the other parameters gives a lowest-level shift of −35.447 meV for both field directions. This number is smaller than edF because the lowest state also changes character. At zero field, measured from the gap, the symmetric intralayer combination at −119.2 meV is coupled by 2tS = 19.8 meV to the symmetric interlayer combination at −98.4 meV, where t is the common tunnelling energy. The lower root is −131.2 meV. In the field, the falling interlayer exciton lies at −98.4 − 64.0 = −162.4 meV and is coupled by √2 tS = 14.0 meV to the intralayer combination. That lower root is −166.5 meV. The difference is −35.3 meV, close to the full result. This estimate leaves out the rising exciton and the higher in-plane states.

### Density and unwanted charge

A population of interlayer excitons produces its own field. Let n be their number per area, with holes forming a sheet of charge +en in the lower layer and electrons a sheet −en in the upper layer. The gates are held at zero voltage difference. Let G₀ be the displacement outside the two sheets and G₁ that between them. Gauss's law gives G₁ = G₀ + en. The total potential drop must vanish:

G₀(A − d/ε_b) + (G₀ + en)d/ε_b = 0. (40)

The terms in G₀ d/ε_b cancel, so G₀ = −end/(ε_b A). The field between the sheets is G₁/(ε₀ε_b), and the energy of one more exciton changes by

δE = [e²nd/(ε₀ε_b)] [1 − d/(ε_b A)]. (41)

The second bracket is the correction from the gates. At n = 1.0 × 10¹¹ cm⁻² the shift is 1.667 meV. It is positive for either direction of the applied field, since the sheets keep their order. This is a mean-field estimate. Repelling excitons can lower their energy by avoiding each other, which the uniform sheets do not describe.

If n is the same at both gate voltages, this shift cancels from the odd part when E(+V) and E(−V) are subtracted. The cancellation is exact without tunnelling and nearly complete for the weak tunnelling used here. If n changes with gate voltage, it does not cancel.

Free electrons in the upper layer also break the assumption of neutrality. For n electrons per area at height d/2, let G₀ now be the displacement below them, so that the displacement above them is G₀ − en. Zero potential drop requires

G₀A − en[A/2 − d/(2ε_b)] = 0,
G₀ = (en/2)[1 − d/(ε_b A)]. (42)

The field between the layer centres is half that of equation (41). At 1.0 × 10¹¹ cm⁻² the shift is 0.83 meV, and at ten times that density it would be 8.3 meV. This estimate covers the electrostatic shift and leaves out screening and binding of the exciton to free carriers.

### Comparison with a real device

The parameters are round values in the rough regime of MoSe2/WSe2 between hBN spacers, where the electron belongs to MoSe2 and the hole to WSe2. None is intended to be far from typical, but they do not describe a particular sample. An uncertain factor in converting voltage to energy is the dielectric constant of so thin a bilayer. With the gate voltage and all else fixed, changing ε_b from 7 to 6 raises the calculated shift from 63.96 to 74.4 meV, and changing it to 8 lowers the shift to 56.1 meV. Tunnelling at the band edges depends on stacking and can be suppressed by symmetry. Setting it to zero here would change the dipole by about 0.3%. The effect grows roughly as the square of the tunnelling energy: with t_h = 50 meV and t_e = 0 the dipole is reduced by about 4% and the even part becomes −0.7 meV. Real devices also break the assumption of a uniform layer distance. As an illustration, a variation of 0.02 nm across a moiré cell changes the local shift by 0.02 × 0.9840 × 0.1 eV, or about 2 meV. A larger variation changes it in proportion. Unintended charge adds the shifts estimated above.

The spacer field of 1.968 MV/cm is 0.28 of a rough breakdown field of 7 MV/cm. Reaching F_c would require twice 3.526 MV/cm in the spacers, about 7.1 MV/cm. For these parameters, the crossing therefore lies at the rough breakdown limit. This estimate depends on the model attraction. With two separate polarizable sheets, Δ_u falls to about 180 meV, F_c to about 2.8 MV/cm and the spacer field at the crossing to about 5.5 MV/cm, while α rises to about 0.016 e nm²/V.

Carriers can also tunnel out through a spacer. At negative F the hole in the lower layer is pushed directly towards the lower spacer. For a barrier Φ and mass m, the barrier at distance s is Φ − eF_s s, with F_s taken as a magnitude. The exponent of the escape probability is

Γ = (2/ħ)∫₀^{Φ/(eF_s)} √[2m(Φ − eF_s s)] ds
  = 4√(2m) Φ^{3/2}/(3ħeF_s). (43)

The integral follows from the substitution y = Φ − eF_s s. With a rough barrier of 1.0 eV and m = 0.5 m₀, Γ = 24.5. In a hard-wall layer of width w = 0.65 nm, the hole has speed πħ/(mw) and meets the same wall once per distance 2w. Its attempt rate is πħ/(2mw²), and the escape time e^Γ divided by this rate is about 5 × 10⁻⁵ s. For this barrier, that is long compared with exciton lifetimes of nanoseconds to hundreds of nanoseconds, a rough range. The exponential makes the estimate very sensitive to Φ. With Φ = 0.8 eV and all else unchanged, the escape time is only about 5 × 10⁻⁸ s, which lies within that range. The estimate therefore does not show that escape is negligible in a real device.

At 300 K and +8 V, the Boltzmann factor for the upper-layer exciton is exp[−(Δ_u − edF)/(k_B T)] = 1.7 × 10⁻³, where k_B is Boltzmann's constant. Thermal occupation of that level is small in this model, apart from differences in the number of available states.

### Extracting the dipole

To use the result, measure the same exciton at +V and −V, with the bilayer neutral and the exciton density equal at both voltages. Half the energy difference gives the odd part. Well below F_c, combining it with equation (8) gives

|p₀| ≈ |E(+V) − E(−V)| ε_b A/(2|V|). (44)

Here ε_b A = 2tε_b/ε_s + L. When the spacer term dominates, the measured slope determines approximately |p₀|/ε_b. An independent value of ε_b is then needed to obtain the dipole itself. In the example, (1.4646 − 1.3370) eV × 81.3 nm/(2 × 8.0 V) gives 0.648 e nm.

A constant built-in field F₀ changes the fitted zero-voltage energy. To second order, replacing F by F₀ + F in equation (21) gives the field-dependent part

−p₀F − αF₀F − αF²/2. (45)

The slope then contains the dipole p₀ + αF₀ at the built-in field. For a built-in field as large as the applied one, the term αF₀ is 0.00919 × 0.0984 = 0.0009 e nm, about 0.14% of the dipole. At this field the higher orders are not negligible in so small a correction. Differentiating equation (28) without expanding it gives a reduction of the dipole magnitude by 0.22% for positive F₀ and an increase by 0.10% for negative F₀. The remaining values of the example are listed in the numerical output.

Computed values

```
Layer distance d: 0.650 nm
Bilayer thickness: 1.30 nm
Spacer thickness, each: 20.0 nm
Dielectric constant, bilayer: 7.0
Dielectric constant, spacer: 3.5
Gate difference, lower minus upper: 8.0 V
Interlayer band gap: 1.50 eV
Conduction offset: 0.35 eV
Valence offset: 0.25 eV
Tunnelling, electron and hole each: 10.0 meV
Reduced mass: 0.20 m0
Surrounding dielectric constant: 4.5
Screening length: 8.0 nm
Field in bilayer: 0.9840 MV/cm
Field in spacer: 1.9680 MV/cm
Binding energy, interlayer: 98.4 meV
Binding energy, intralayer: 119.2 meV
Squared in-plane overlap S^2: 0.9796
Distance to exciton in upper layer: 229.2 meV
Distance to exciton in lower layer: 329.2 meV
Formula shift e d F: 63.96 meV
Exciton energy, zero field: 1.4008 eV
Exciton energy, +8 V: 1.4646 eV
Exciton energy, -8 V: 1.3370 eV
Full shift, +8 V: 63.72 meV
Full shift, -8 V: -63.82 meV
Odd part of shift: 63.771 meV
Even part of shift: -0.047 meV
Dipole magnitude, full model: 0.6482 e nm
Dipole magnitude, full model: 31.13 D
Dipole reduction, full model: 0.278 %
Dipole reduction, formula: 0.277 %
Polarizability, full model: 0.00916 e nm^2/V
Polarizability, formula: 0.00919 e nm^2/V
Shift at +8 V, layers exchanged: -63.82 meV
Symmetric bilayer shift, +F: -35.447 meV
Symmetric bilayer shift, -F: -35.447 meV
Crossing field, formula: 3.526 MV/cm
Crossing field, full model: 3.526 MV/cm
Thick-layer test: centroid distance: 0.6684 nm
Thick-layer test: odd shift: 65.776 meV
Thick-layer test: even shift: -0.0494 meV
Exciton density assumed: 1.0e+11 cm^-2
Density blueshift with gates: 1.667 meV
Rough spacer breakdown field: 7 MV/cm
Spacer field / breakdown field: 0.28
Rough hole barrier to spacer: 1.0 eV
Escape exponent (WKB): 24.5
Rough hole escape time: 5.3e-05 s
Boltzmann factor, upper-layer exciton, +8 V, 300 K: 1.7e-03
Rough moire change of d: 0.02 nm
Resulting change of shift: 1.97 meV
Formula shift if bilayer constant is 6: 74.4 meV
Formula shift if bilayer constant is 8: 56.1 meV
```
